# Wetting Energies from Coherent Slabs Without Double-Counted Elastic Energy

## 1. The error to be avoided

Suppose that the energies of films with \(N\) layers are measured against unstrained bulk film material. In the example below, the resulting formation energy is \(-31.6\) millihartree (mEh) per surface cell at \(N=2\), \(-12.2\) at \(N=12\), and \(+27.1\) at \(N=30\). The rise comes from the elastic energy, which grows in proportion to \(N\). If this curve is called the wetting energy and a continuum strain energy is then added to it, the strain is paid for twice. The predicted wetting layer can then come out too thin: two layers instead of four in one case below.

The opposite fault is less visible. If the strained-bulk energy is subtracted with a small error, a linear drift remains. A fit takes the drift for an interaction between the film surface and the buried interface. A reference that is too low by 0.01 mEh per atom, about one part in \(10^4\) of the bulk energy, removes 61% of the fitted interaction coefficient in the example.

## 2. Energies and references

The film is coherent: its in-plane lattice constant \(p\) is that of the substrate. There is one atom per layer in a surface cell of area \(A=p^2\). Temperature is zero, and intermixing and dislocations are excluded. Define

- \(E(N)\): energy per cell of the substrate with \(N\) film layers, relaxed normal to the surface;
- \(e_f\): energy per atom of bulk film at in-plane constant \(p\), minimized over the layer spacing \(d\);
- \(e_0\): energy per atom of unstrained bulk film;
- \(e_{\rm el}=e_f-e_0\): elastic energy per atom.

The wetting energy is

\[
W(N)=E(N)-E(0)-N e_f .
\]

The substrate is treated identically in \(E(N)\) and \(E(0)\), so its bulk energy cancels. For a thick film, what remains is one film surface and one interface, less the clean substrate surface:

\[
W_\infty=A(\gamma_{\rm film}+\gamma_{\rm int}-\gamma_{\rm sub}).
\]

Here \(\gamma_{\rm film}\) and \(\gamma_{\rm int}\) belong to the strained film. Their change with strain is a boundary energy. It stays in \(W_\infty\) and is not part of \(Ne_{\rm el}\).

With unstrained bulk as the reference,

\[
F(N)=E(N)-E(0)-N e_0=W(N)+N e_{\rm el}.
\]

Thus \(F\) already holds the full elastic energy. One may use \(F\) alone, or \(W\) plus a separate elastic term, but not \(F\) plus that term.

### Why a harmonic reference is insufficient

For a cubic (001) film with in-plane strain \(\varepsilon\) and normal strain \(\varepsilon_z\), the harmonic energy density is

\[
u=(C_{11}+C_{12})\varepsilon^2+\tfrac12 C_{11}\varepsilon_z^2+2C_{12}\varepsilon\varepsilon_z .
\]

The free surface permits normal relaxation, so \(\partial u/\partial\varepsilon_z=0\) and \(\varepsilon_z=-2C_{12}\varepsilon/C_{11}\). The last two terms become \(2C_{12}^2\varepsilon^2/C_{11}\) and \(-4C_{12}^2\varepsilon^2/C_{11}\). With atomic volume \(\Omega\),

\[
e_{\rm el}\simeq\Omega\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon^2 .
\]

This is the small-strain limit. At the strain of the example, \(-3.85\%\), it gives 1.57 mEh per atom, while the strained-bulk calculation gives 2.19. Using the harmonic value in the subtraction would leave a drift of 0.62 mEh per layer. The reference must therefore be the minimized bulk energy at the actual strain, from the same interaction model as the slabs.

## 3. The interaction left after subtraction

Take rigid layers first. Let \(v_k\) be the energy per cell between two film layers \(k\) spacings apart, and let \(e_{\rm plane}\) be the energy within one layer. Each layer in the bulk has neighbours on both sides, but each pair energy is shared by two layers, so

\[
e_f=e_{\rm plane}+\sum_{k=1}^{\infty}v_k .
\]

Adding layer \(N+1\) to a film brings in its own plane energy, its interaction with the \(N\) layers below, and its interaction \(U_{\rm sub}(N+1)\) with the substrate:

\[
E(N+1)-E(N)=e_{\rm plane}+\sum_{k=1}^{N}v_k+U_{\rm sub}(N+1).
\]

Subtracting \(e_f\) cancels the plane energy and the first \(N\) terms:

\[
W(N+1)-W(N)=U_{\rm sub}(N+1)-\sum_{k=N+1}^{\infty}v_k .
\]

The new layer sees substrate where strained bulk would have supplied more film. Both terms vanish at large distance, so \(W\) has no term linear in \(N\).

If all spacings are equal and \(u_k\) is the film-substrate layer energy, then \(U_{\rm sub}(n+1)=\sum_{k>n}u_k\). Summing the steps from \(n=N\) to infinity gives

\[
W(N)-W_\infty=\sum_{n=N}^{\infty}\sum_{k>n}(v_k-u_k)
=\sum_{k>N}(k-N)(v_k-u_k),
\]

because a given \(k\) occurs for \(n=N,\ldots,k-1\), which is \(k-N\) times.

The fitting function follows from the range of the forces. If \(v_k-u_k=gq^k\) with \(0<q<1\), put \(k=N+m\):

\[
W(N)-W_\infty=gq^N\sum_{m=1}^{\infty}mq^m=\frac{gq^{N+1}}{(1-q)^2}.
\]

Successive steps of \(W\) then have the constant ratio \(q\). For a power law the ratio tends to one. In the example the ratio of step 4 to step 3 is \(0.507/1.355=0.37\), and that of step 5 to step 4 is \(0.236/0.507=0.47\). The rise is what a power law requires.

### The coefficient for \(r^{-6}\) attraction

Let the attraction between two atoms be \(-C/r^6\), with \(C_{ff}\) for film-film and \(C_{fs}\) for film-substrate pairs. An atom at height \(z\) above a half-space of atomic density \(\rho\) has the energy

\[
-C\rho\int_z^\infty dz'\int_0^\infty\frac{2\pi R\,dR}{(R^2+z'^2)^3}
=-C\rho\int_z^\infty\frac{\pi}{2z'^4}\,dz'
=-\frac{\pi\rho C}{6z^3}.
\]

The step formula contains the substrate half-space minus the film half-space it replaces. To leading order the step at height \(z\) is therefore

\[
-\frac{\pi}{6z^3}(\rho_sC_{fs}-\rho_fC_{ff}).
\]

\(W(N)-W_\infty\) is minus the sum of all later steps. With one layer per \(d_f\) and \(h=Nd_f\),

\[
W(N)-W_\infty\simeq\frac{\pi(\rho_sC_{fs}-\rho_fC_{ff})}{6d_f}\int_h^\infty\frac{dz}{z^3}
=\frac{\pi(\rho_sC_{fs}-\rho_fC_{ff})}{12d_fh^2}.
\]

Inserting \(\rho_s=1/(Ad_s)\) and \(\rho_f=1/(Ad_f)\) gives \(B/N^2\) with

\[
B=\frac{\pi}{12Ad_f^3}\left(\frac{C_{fs}}{d_s}-\frac{C_{ff}}{d_f}\right).
\]

For \(B>0\) the substrate attracts distant film atoms more strongly than the film it replaces, and \(W\) falls towards its limit. For \(B<0\) it approaches the limit from below. If the bracket vanishes, the next order decides.

Relaxation changes this law beyond leading order. Each boundary produces a normal stress that decays into the film as the inverse cube of distance. The elastic cross term is a sum of products \(z^{-3}(h-z)^{-3}\), dominated by its ends and hence of order \(N^{-3}\). Displacements near the boundaries also shift the effective thickness by a constant. Since

\[
\frac{B}{(N+\delta)^2}=\frac{B}{N^2}-\frac{2B\delta}{N^3}+\cdots,
\]

an offset \(\delta\) accommodates terms of this order. This is a scaling estimate. The thick-film fit below supports the leading coefficient \(B\) for relaxed films, but does not test the power of the correction.

### A finite substrate slab

If the substrate has thickness \(H\), the half-space below it is missing. Repeating the integration with that part removed gives

\[
W-W_\infty\simeq\frac{\pi}{12Ad_f}\left[\frac{C_{fs}}{d_s}\left(\frac1{h^2}-\frac1{(h+H)^2}\right)-\frac{C_{ff}}{d_f}\frac1{h^2}\right].
\]

For \(H\gg h\) the earlier result returns. For \(h\gg H\) the substrate terms nearly cancel and the tail is negative, even if the true half-space tail is positive. With long-range forces, a thin substrate slab can thus reverse the sign of the fitted interaction. The calculation below uses a half-space.

## 4. The algorithm

1. Find the substrate lattice constant \(p\), then minimize the film bulk energy over \(d\) at this \(p\). This gives \(e_f\).
2. Minimize the film bulk without the constraint. This gives \(e_0\).
3. Relax \(E(0)\) and \(E(N)\) with the same substrate and the same numerical settings.
4. Form \(W(N)\) and inspect its steps. They must tend to zero.
5. Fit the decay law appropriate to the forces, and predict a thickness outside the fitting window.
6. Add elastic energy once, when films and islands are compared.

For pair forces, steps 1 to 3 need sums over square layers. Write

\[
\frac1{(R^2+z^2)^s}=\frac1{\Gamma(s)}\int_0^\infty t^{s-1}e^{-t(R^2+z^2)}dt .
\]

The in-plane Fourier transform of \(e^{-tR^2}\) is \((\pi/t)e^{-G^2/4t}\). The remaining \(t\)-integral is a modified Bessel function:

\[
\int_0^\infty t^{s-2}e^{-tz^2-G^2/4t}dt=2\left(\frac{G}{2z}\right)^{s-1}K_{s-1}(Gz).
\]

Poisson summation over lattice vectors \(\mathbf R\), with lateral offset \(\boldsymbol\tau\) between the layers, therefore gives

\[
\sum_{\mathbf R}\frac1{(|\mathbf R+\boldsymbol\tau|^2+z^2)^s}
=\frac1A\left[\frac{\pi z^{2-2s}}{s-1}+\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\tau)\frac{2\pi}{\Gamma(s)}\left(\frac G{2z}\right)^{s-1}K_{s-1}(Gz)\right].
\]

The first term is the \(G=0\) integral. The others describe lateral corrugation and decay exponentially with \(z\). For \(s=3\) the first term is the \(z^{-4}\) law used in Section 3.

This formula holds for \(z>0\). Within one layer the atom's own term is left out, and the sum is \(4\zeta(s)\beta(s)/p^{2s}\), where \(\zeta\) is the Riemann zeta function and \(\beta(s)=\sum_{n\ge0}(-1)^n/(2n+1)^s\). For pair forces this in-plane part cancels in \(W\), but it is needed for \(e_{\rm el}\).

The fit has one nonlinear parameter. For each trial \(\delta\), linear least squares gives \(W_\infty\) and \(B\) in

\[
W(N)=W_\infty+\frac{B}{(N+\delta)^2},
\]

and a one-dimensional search then minimizes the squared residual over \(\delta\).

## 5. Worked example

The model is fcc(001) with Lennard-Jones forces, \(4\epsilon[(\sigma/r)^{12}-(\sigma/r)^6]\), and no cutoff. The parameters \((\epsilon,\sigma)\), in hartree and bohr, are \((0.020,5.0)\) for the substrate, \((0.012,5.2)\) for the film and \((0.017,5.1)\) for the cross interaction. They represent no particular material. Six substrate layers relax above a fixed half-space. Letting ten relax changes \(W(3)\) by 0.04 microhartree. The numerical output follows this text.

The lattices give \(A=29.712\), \(d_s=3.8543\) and \(d_f=4.1733\) in atomic units. With \(C=4\epsilon\sigma^6\),

\[
C_{fs}=4(0.017)(5.1)^6=1196.5,\qquad C_{ff}=4(0.012)(5.2)^6=949.0 .
\]

Hence \(C_{fs}/d_s=310.4\), \(C_{ff}/d_f=227.4\), and, with the unrounded quotients,

\[
B=\frac{\pi(310.4-227.4)}{12(29.712)(4.1733)^3}=0.01007\ \text{hartree}=10.07\ \text{mEh per cell}.
\]

The difference is only 27% of the first term and 37% of the second, so relative errors are amplified. At fixed spacings, a 1% change in \(C_{fs}\) changes \(B\) by \(3.10/83.0=3.7\%\).

For three layers \(W=-37.323\) mEh and \(e_{\rm el}=2.186\) mEh, so

\[
F(3)=-37.323+3(2.186)=-30.77\ \text{mEh}.
\]

Fitting \(W\) for \(N=5\) to 12 gives \(W_\infty=-38.48\) mEh per cell, or \(-2.02\ \mathrm{J\,m^{-2}}\), with \(B=9.99\) mEh and \(\delta=-0.08\).

## 6. Error analysis

**Form of the tail.** The half-space integral replaces a sum over layers. For equal spacings that sum is \(\sum_{m\ge0}f(m)\) with \(f(m)=m/(N+m)^4\). Since \(f(0)=0\) and \(f'(0)=N^{-4}\), the Euler–Maclaurin formula gives

\[
\sum_{m=1}^{\infty}\frac{m}{(N+m)^4}
=\int_0^\infty f\,dm-\frac{f'(0)}{12}+\cdots
=\frac1{6N^2}-\frac1{12N^4}+\cdots .
\]

The relative correction is \(-1/(2N^2)\), or \(-2\%\) at \(N=5\), and an offset does not represent it fully. Relaxation and the unequal layer spacings of film and substrate add corrections of their own, so the deviation of a fit cannot be assigned to this term alone. Relative to half-space theory, the fitted \(B\) is 0.8% low for \(N=5\) to 12 and 0.4% low for \(N=12\) to 24. The first fit has an rms residual of only 0.011 microhartree. A small residual therefore does not measure the error of the coefficient.

**Prediction.** The first fit predicts \(W(30)\) with an error below 0.1 microhartree. The interaction remaining at that thickness is about \(10/30^2=0.011\) mEh, or 11 microhartree, so the prediction resolves it.

**Random error.** With \(\delta=0\), two thicknesses give

\[
B\simeq\frac{W(5)-W(12)}{1/25-1/144}=\frac{0.3425}{0.03306}=10.4\ \text{mEh}.
\]

Independent errors of size \(s\) in the two energies produce an error \(\sqrt2\,s/0.03306=43s\) in \(B\). An error of 0.02 mEh per slab already costs about 0.9 mEh. A free offset makes the fit much more sensitive: for the three-parameter fit to \(N=5\) to 12, linear error propagation with the same independent errors gives a standard error of about 5.8 mEh in \(B\).

**Reference error.** If \(e_f\) is too low by \(\eta\), the computed wetting energy is \(W(N)+N\eta\). The two-point estimate changes by \(-7\eta/0.03306=-212\eta\). For \(\eta=0.01\) mEh this is \(-2.1\) mEh. The three-parameter fit suffers more: \(B\) falls to 3.94 mEh and \(\delta\) moves to \(-1.46\), because the offset adapts to the drift.

The drift has the same size as the slope of the interaction when \(\eta=2B/(N+\delta)^3\). Neglecting \(\delta\), this happens at

\[
N=(2\times10.07/0.01)^{1/3}\simeq12.6 .
\]

Thicker slabs do not help this three-parameter fit if the bulk reference is wrong, since the signal falls while the drift grows; for \(N=12\) to 24 the fitted \(B\) even changes sign. They do expose the fault, and they can repair it: with a free term linear in \(N\) added to the fit, the window \(N=5\) to 30 returns \(\eta=0.0100\) mEh and \(B=9.98\) mEh. The extra parameter costs precision; for independent errors of 0.02 mEh the standard error of \(B\) is about 25 mEh for \(N=5\) to 12 and about 5 mEh for \(N=5\) to 30. A correct reference makes the steps of \(W\) vanish as \(N^{-3}\), whereas a wrong one leaves the constant \(\eta\). Here the step from 29 to 30 layers is \(-0.787\) microhartree, against \(-0.789\) from the theoretical coefficient with the thick-window offset. No elastic term is visible at this level.

## 7. Wetting layer against islands

Let a total of \(\theta\) film layers be deposited, with \(N\) in the wetting layer and the rest in large islands. An island relieves a fraction \(r\) of the elastic energy, so its energy per atom is \(e_f-re_{\rm el}\). Facet and edge costs per atom are neglected, which is the large-island limit. The energy per cell is

\[
E(0)+W(N)+Ne_f+(\theta-N)(e_f-re_{\rm el}).
\]

The terms \(Ne_f\) cancel. Apart from quantities independent of \(N\), the function to minimize is

\[
W(N)+Nre_{\rm el}.
\]

If enough material is deposited, layer \(N+1\) joins the wetting layer when \(W(N+1)-W(N)<-re_{\rm el}\). The second to fifth layers have steps of \(-5.03\), \(-1.35\), \(-0.51\) and \(-0.24\) mEh.

- For \(r=1\) the threshold is \(-2.19\) mEh, and two layers wet.
- For \(r=0.6\) it is \(-1.31\) mEh, and three layers wet. The margin is only 0.04 mEh; above \(r=1.355/2.186=0.62\) the third layer is lost.
- For \(r=0.2\) it is \(-0.44\) mEh, and four layers wet.

Using \(F\) in place of \(W\) replaces \(r\) by \(1+r\). For \(r=0.2\) the threshold becomes \(-2.62\) mEh and the answer falls from four layers to two. For \(r=0.6\) it falls from three to two. For \(r=1\) it remains two, so agreement in that one case would not reveal the double counting.

Treating \(N\) as continuous and setting the derivative of the fitted law to zero gives

\[
-\frac{2B}{(N^*+\delta)^3}+re_{\rm el}=0,
\qquad
N^*=\left(\frac{2B}{re_{\rm el}}\right)^{1/3}-\delta .
\]

The three estimates are 2.2, 2.6 and 3.7 layers, each within one layer of the integer result. They extrapolate below the fitting window. For the third layer the fitted law gives a step of \(9.99(1/2.918^2-1/1.918^2)=-1.54\) mEh, 14% larger in magnitude than the direct value. The computed energies should therefore decide the thickness of a thin wetting layer, while the fit serves for thicker films.

As \(r\to0\) with \(B>0\), \(N^*\) grows without limit, because islands no longer gain elastic energy. Small islands need their facet, edge and substrate-relaxation energies as well. Intermixing changes the bulk reference itself, and charge transfer or electronic oscillations can require another interaction law. In a coherent film without intermixing, the subtraction of \(Ne_f\) applies as long as the interior of the film tends to the bulk state used for \(e_f\). An uncompensated polar film is an exception: it carries a macroscopic field that the ordinary bulk calculation lacks. For planes of charge \(\pm e\) per cell with period \(d\) and dielectric constant \(\epsilon_r\), the steps of \(W\) then tend to \(\pi d/(2A\epsilon_r)\) per period in atomic units, 8.9 mEh for \(d=7.38\) bohr, \(A=d^2\) and \(\epsilon_r=24\), instead of zero. The reference must then be bulk under the same electrical boundary condition. The inverse-square fit does not carry over automatically in any of these cases.

## Numbers as computed

```
substrate: epsilon = 0.020 hartree, sigma = 5.0 bohr
film: epsilon = 0.012 hartree, sigma = 5.2 bohr
cross: epsilon = 0.017 hartree, sigma = 5.1 bohr
substrate in-plane lattice constant = 5.45086 bohr
unstrained film in-plane constant = 5.66890 bohr
film in-plane strain = -3.846 percent
substrate layer spacing = 3.85434 bohr
strained film layer spacing = 4.17330 bohr
surface cell area = 29.7119 bohr^2
unstrained film bulk e_0 = -103.32240 mhartree/atom
strained film bulk e_f = -101.13678 mhartree/atom
elastic energy e_el = 2.18562 mhartree/atom
harmonic elastic estimate = 1.56941 mhartree/atom
Energies below are in mhartree per surface cell
N =  1: F = -28.75395, W = -30.93957, last step of W = -30.93957
N =  2: F = -31.59686, W = -35.96811, last step of W = -5.02854
N =  3: F = -30.76609, W = -37.32296, last step of W = -1.35486
N =  4: F = -29.08771, W = -37.83020, last step of W = -0.50723
N =  5: F = -27.13841, W = -38.06652, last step of W = -0.23632
N =  8: F = -20.83509, W = -38.32007, last step of W = -0.04938
N = 12: F = -12.18154, W = -38.40902, last step of W = -0.01346
N = 20: F = 5.25829, W = -38.45417, last step of W = -0.00274
N = 30: F = 27.10048, W = -38.46822, last step of W = -0.00079
fit N=5..12: W_inf = -38.47933 mhartree/cell
W_inf per area = -2.01630 J/m^2
fit N=5..12: B = 9.98658 mhartree/cell
fit N=5..12: delta = -0.08153 layers
fit N=5..12: rms residual = 0.01136 microhartree/cell
fit N=12..24: B = 10.02896 mhartree/cell
fit N=12..24: delta = -0.06288 layers
half-space theory: B = 10.06740 mhartree/cell
predicted W(30) from N=5..12 = -38.46817 mhartree/cell
step 29 to 30 of W: direct = -0.78737 microhartree/cell
step 29 to 30 of W: theory = -0.78934 microhartree/cell
reference error tested = 0.010 mhartree/atom too low
B fitted with that error = 3.94211 mhartree/cell
delta fitted with that error = -1.45805 layers
W(3) change, 10 vs 6 relaxing substrate layers = 0.03554 microhartree/cell
relief fraction 1.0: best N = 2 layers, continuous estimate = 2.172 layers
relief fraction 0.6: best N = 3 layers, continuous estimate = 2.560 layers
relief fraction 0.2: best N = 4 layers, continuous estimate = 3.657 layers
```
